# Critical Alumina Scale Thickness for Complete Decohesion under Biaxial Compression

**Question**

I have an exercise about an alumina scale on a metal. The compressive stress in the scale is 4 GPa, its Young's modulus is 380 GPa, its Poisson ratio is 0.25, and the interface toughness is 20 J/m². I am asked for the critical thickness for complete decohesion.

I wanted to set the stored elastic energy equal to the toughness, and started from $\tfrac12\sigma^2h/E$. But the stress acts in two directions, and I cannot see where the Poisson ratio enters. I am also unsure what "complete" adds. And if the scale is thicker than the critical value, must it come off? Scales several micrometres thick can stay attached, so I do not know how to read the answer.

**Answer**

Your energy balance is the right start. It needs the energy of a biaxial stress state, and a decision about how much of that energy is set free. "Complete" settles the second point: the scale leaves as a flake that can expand in both in-plane directions, so that no elastic energy stays in it.

**Assumptions**

Let $x$ and $y$ lie in the interface and $z$ along its normal. The scale has thickness $h$, is isotropic and linear elastic, and carries a uniform stress. I write $\sigma>0$ for the magnitude of the compression, so that $\sigma_{xx}=\sigma_{yy}=-\sigma$. The top face is free, hence $\sigma_{zz}=0$. The toughness $\Gamma$ is a constant energy per interface area. For now the substrate stores no energy, cutting the flake out of the scale costs nothing, and the flake is so wide that its edges do not matter.

**The stored energy**

Strains are measured from the stress-free state of the scale. Hooke's law gives

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}=\frac{-\sigma+\nu\sigma}{E}=-\frac{(1-\nu)\sigma}{E},$$

and the same for $\varepsilon_{yy}$. Compression along $y$ tends to expand the scale along $x$, so the strain is smaller than under a single stress. That is where the Poisson ratio enters. Define the strain magnitude $\varepsilon=(1-\nu)\sigma/E$.

The energy per volume is half the sum of stress times strain:

$$u=\tfrac12(\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy}+\sigma_{zz}\varepsilon_{zz})
=\tfrac12(\sigma\varepsilon+\sigma\varepsilon+0)=\sigma\varepsilon=\frac{(1-\nu)\sigma^2}{E}.$$

The scale does expand along $z$, but no stress does work there. Compared with your $\tfrac12\sigma^2/E$, the result is larger by the factor $2(1-\nu)$, which is 1.5 here.

**The critical thickness**

A free flake has zero stress and zero elastic energy. Each unit of interface area therefore releases $uh$ and costs $\Gamma$. At the threshold the two are equal:

$$\frac{(1-\nu)\sigma^2h_c}{E}=\Gamma
\quad\Longrightarrow\quad
h_c=\frac{E\,\Gamma}{(1-\nu)\sigma^2}.$$

The stored energy grows with thickness while the interface cost does not, which is why a critical thickness exists. With the given numbers,

$$h_c=\frac{(380\times10^9)(20)}{(0.75)(4\times10^9)^2}\ \text{m}
=\frac{7.6\times10^{12}}{1.2\times10^{19}}\ \text{m},$$

so that

$$\boxed{h_c\approx0.63\ \mu\text{m}\quad(\text{about }630\ \text{nm})}$$

The same result follows from the energy density, 31.58 J/m² per micrometre of thickness: $20/31.58=0.633$. The elastic strain is 0.789 %, small enough for linear elasticity to be a reasonable approximation. As a test, the three-dimensional elastic energy was minimised numerically with the two in-plane strains held and the normal strain free. Equating that energy to $\Gamma$ also gave 0.633 μm.

**What changes if the release is not complete**

Consider a long, straight delamination front parallel to $y$, advancing along $x$. The detached part behind it ends at a free edge, so it can expand along $x$ and $\sigma_{xx}=0$. Along $y$ it is still tied to the long attached part and keeps the strain $-\varepsilon$. With $\sigma_{xx}=\sigma_{zz}=0$, Hooke's law reduces to $\sigma_{yy}=-E\varepsilon$, and the energy left behind is

$$u_{\rm left}=\tfrac12E\varepsilon^2=\frac{(1-\nu)^2\sigma^2}{2E}.$$

The energy released per volume is the difference:

$$u-u_{\rm left}=\frac{(1-\nu)\sigma^2}{2E}\,[\,2-(1-\nu)\,]
=\frac{(1-\nu)(1+\nu)\sigma^2}{2E}
=\frac{(1-\nu^2)\sigma^2}{2E}.$$

Divided by $u$, this is the fraction $(1+\nu)/2$. For $\nu=0$ the two directions are independent and the front releases half the energy. For $\nu=0.25$ the fraction is 0.625. Setting the released energy per area equal to $\Gamma$ gives

$$h_{\rm front}=\frac{2E\Gamma}{(1-\nu^2)\sigma^2}=\frac{0.633}{0.625}\ \mu\text{m}\approx1.01\ \mu\text{m}.$$

This assumes the same $\Gamma$ and no friction between the separated faces. Between 0.63 and 1.01 μm, the total balance for a free flake is favourable, yet a steady straight front does not release enough energy to advance. The formula with $(1-\nu^2)/2$ thus answers a different question from yours.

**Must a thicker scale come off?**

No. The balance compares an initial state with a final state and says nothing about the path between them. Below $h_c$, within the assumptions above, the scale's energy cannot pay for complete decohesion. Above $h_c$ it can, but a compressed scale is not pulled off its substrate by its own uniform in-plane stress. Decohesion has to start somewhere. From a free edge with a starting crack much longer than the scale is thick, a straight front like the one above can advance by sliding if the scale is thicker than about 1.01 μm and friction is negligible. A shorter crack can release less energy, and then a thicker scale is needed. Away from edges, a debonded patch has no room to expand in its plane, so it keeps its stress unless it can lift.

One way is buckling over an area that is already debonded. Take a circular debond of radius $R$, with the scale clamped at the rim. The compressive force per width is $N=\sigma h$, and the bending stiffness is $D=Eh^3/[12(1-\nu^2)]$. For a small axisymmetric deflection $w(r)$, plate equilibrium reads $D\nabla^4w+N\nabla^2w=0$. Integrating once over a disc of radius $r$, with no point force at the centre, gives

$$D\,\frac{d}{dr}(\nabla^2w)+N\frac{dw}{dr}=0.$$

With the slope $\varphi=dw/dr$ we have $\nabla^2w=\varphi'+\varphi/r$, and therefore

$$\varphi''+\frac{\varphi'}{r}+\left(\frac{N}{D}-\frac1{r^2}\right)\varphi=0.$$

This is Bessel's equation of order one. The solution that is finite at the centre is $\varphi\propto J_1(r\sqrt{N/D})$. The clamped rim requires $\varphi(R)=0$, so at the lowest load $R\sqrt{N/D}=k$, where $k=3.8317$ is the first positive zero of $J_1$. Squaring and inserting $N$ and $D$,

$$\sigma h=\frac{k^2}{R^2}\,\frac{Eh^3}{12(1-\nu^2)}
\quad\Longrightarrow\quad
\frac Rh=\sqrt{\frac{k^2E}{12(1-\nu^2)\sigma}}.$$

For our numbers,

$$\frac Rh=\sqrt{\frac{14.682\times380}{12\times0.9375\times4}}\approx11.1.$$

A Ritz calculation with the full bending energy of the plate gave the same load factor, $k^2=14.682$. At $h_c$ the debond must therefore have a radius of about 7 μm before it buckles in this shape. A smaller one stays flat in this model. The model is a thin plate with a perfectly clamped rim. At $R/h\approx11$ on a metal softer than the scale, shear through the thickness and rotation at the rim lower the buckling stress, so the real radius is somewhat smaller than 7 μm. Buckling is the start of lifting, not yet spallation: whether the blister then grows depends on how the energy released at its edge compares with the toughness, which I have not calculated here.

This is how to read a thick scale that stays on. At 5 μm and the same stress, the stored energy is $31.58\times5\approx158$ J/m², about 7.9 times the toughness. Failure is energetically allowed, and survival does not contradict the formula.

**What the simple balance leaves out**

*The rim of the flake.* Cutting a disc out of the scale creates a vertical crack of area $2\pi Rh$. If alumina itself has fracture energy $\Gamma_{\rm ox}$, the balance is

$$uh\,\pi R^2=\Gamma\,\pi R^2+\Gamma_{\rm ox}\,2\pi Rh
\quad\Longrightarrow\quad
uh=\Gamma+2\Gamma_{\rm ox}\frac hR.$$

Take a rough $\Gamma_{\rm ox}=20$ J/m² and the smallest ratio that buckles, $R/h=11.1$. The rim then adds 18 % to the interface cost, which on its own would raise the threshold from 0.63 to about 0.75 μm. For wider flakes at the same thickness this term falls as $1/R$. The cut also lets the scale just outside it relax. That frees energy, which opposes the rim cost and need not be smaller, so the net shift of the threshold is not determined here.

*The substrate.* Consider first the case in which the whole face loses its scale. The scale pushes on one face of a substrate of thickness $H$ with force per width $N=\sigma h$. Let $M=E/(1-\nu)$ be the biaxial modulus of the scale and $M_s$ that of the substrate. If the substrate is free to bend, its strain is $a+bz$, with $z$ measured from its mid-plane. Force balance gives $a=N/(M_sH)$. Moment balance, $M_sbH^3/12=NH/2$, gives $b=6N/(M_sH^2)$. Its energy per area is

$$M_s\int_{-H/2}^{H/2}(a+bz)^2dz=M_s\left(a^2H+\frac{b^2H^3}{12}\right)=\frac{N^2}{M_sH}(1+3).$$

Dividing by the scale's energy, $uh=\sigma^2h/M$, gives the ratio $4(h/H)(M/M_s)$. With $M=506.7$ GPa and rough substrate values (Young's modulus 200 GPa and Poisson ratio 0.30, so $M_s\approx286$ GPa, and $H=3$ mm), this is 0.15 % at $h_c$, which is negligible for that case. The estimate does not cover a local flake with $R\ll H$. There the substrate deforms around the rim as the neighbouring scale relaxes. That energy scales roughly with $h/R$ instead of $h/H$ and is not negligible for a flake as small as $R/h\approx11$. It is part of the rim relaxation described above.

*Stress and temperature.* Since $h_c\propto\sigma^{-2}$, a small relative error in the stress gives about twice that relative error in $h_c$. Larger changes need the full formula. With the other data fixed, the threshold is 1.13 μm at 3 GPa and 0.41 μm at 5 GPa. Reheating also lowers the compression, because the metal expands more than the oxide. For a rough expansion mismatch of $7\times10^{-6}$ K⁻¹, reheating by 500 K leaves

$$\sigma_{\rm hot}=4-506.7\,(7\times10^{-6})(500)\approx2.23\ \text{GPa}.$$

The threshold then rises to about 2.0 μm, with $E$, $\nu$ and $\Gamma$ held fixed.

**Comparison with a real scale**

The data suit an alumina scale on a superalloy bond coat, cooled from roughly 1100 °C. With the same rough mismatch and a cooling range of 1100 K, the thermal stress is $506.7\times7\times10^{-6}\times1100\approx3.9$ GPa, so 4 GPa is a reasonable value after cooling, not at the growth temperature. The toughness needs particular care: it depends on the state of the interface and on the mix of opening and shear at the crack tip, and $h_c$ is proportional to it. Real scales also depart from the flat, uniform, elastic layer assumed here. Roughness and creep can change the local stress, and I have not sized those effects. For the exercise, 0.63 μm is the energy threshold for complete decohesion, not a predicted spallation thickness or a safe design limit. The numerical output below lists the values used.

## Numbers as computed

```
INPUTS
compressive stress              4.00 GPa
Young's modulus                 380 GPa
Poisson ratio                   0.25
interface toughness             20.0 J/m^2
COMPLETE DECOHESION
biaxial modulus E/(1-nu)        506.7 GPa
elastic strain magnitude        0.789 %
stored energy per thickness     31.58 J/m^2 per um
critical thickness              0.633 um
critical thickness              633 nm
same, from 3D energy            0.633 um
STRAIGHT DELAMINATION FRONT
fraction of energy released     0.625
released energy per thickness   19.74 J/m^2 per um
threshold thickness             1.013 um
BUCKLING OF A CIRCULAR DEBOND
first zero k of J1              3.8317
k squared                       14.682
k squared from Ritz method      14.682
radius/thickness at buckling    11.13
radius at critical thickness    7.05 um
NEGLECTED EFFECTS (rough inputs)
alumina fracture energy         20 J/m^2
rim cost / interface cost       0.180
thickness with rim cost         0.747 um
substrate modulus               200 GPa
substrate Poisson ratio         0.30
substrate thickness             3.0 mm
substrate biaxial modulus       285.7 GPa
substrate / scale energy        0.15 %
expansion mismatch              7.0 1e-6/K
cooling range                   1100 K
thermal stress from cooling     3.90 GPa
reheating                       500 K
stress after reheating          2.23 GPa
critical thickness, reheated    2.04 um
critical thickness at 3 GPa     1.126 um
critical thickness at 5 GPa     0.405 um
THICKER SCALE
thickness                       5.0 um
stored energy                   157.9 J/m^2
stored energy / toughness       7.89
```
